# Why a constant mean sheath voltage does not give monoenergetic ions

**Q:** My radio-frequency sheath has a steady mean voltage of 200 V. The ions are too heavy to follow the oscillation, so each singly charged ion should hit the wall with 200 eV. Where would a spread come from?

**A:** From the voltage each ion meets on its own way across. Let us fix a model. The sheath has constant width $s$, with the plasma edge at $x=0$ and the wall at $x=s$. The voltage across it is

$$V(t)=V_0+V_1\cos\omega t,\qquad 0<V_1<V_0 .$$

The potential drop between the edge and position $x$ is $V(t)h(x)$, where $h$ rises from 0 to 1. There are no collisions, and the ions do not alter the field. An ion of mass $m$ and charge $e$ then obeys $m\dot v=eV(t)h'(x)$. Multiply by $v=\dot x$:

$$\frac{d}{dt}\frac{mv^2}{2}=eV(t)\,h'(x)\,\dot x=eV(t)\,\frac{dh}{dt}.$$

Integrating from entry to impact gives the impact energy

$$W=W_{\rm in}+eV_0+eV_1\int_0^1\cos\omega t\;dh ,$$

where $t$ is the time at which the ion passes the point with profile value $h$. The last term averages the cosine over one ion's path, weighted by potential drop. Your argument replaces it by the average over a period, which is zero. Nothing in the equation of motion permits that for a finite flight.

**Q:** So the finite transit time creates the spread?

**A:** No. Suppose the crossing is very short, and let the ion enter at time $t_0$, at phase $\varphi_0=\omega t_0$, with $W_{\rm in}=0$. Subtract $eV(t_0)$ from the energy:

$$W-eV(t_0)=eV_1\int_0^1(\cos\omega t-\cos\varphi_0)\,dh .$$

Since $|\cos a-\cos b|\le|a-b|$, the right-hand side is at most $eV_1p$ in magnitude, where $p$ is the phase that elapses during the flight. As $p\to0$, the ion receives the instantaneous voltage. The energies run from $e(V_0-V_1)$ to $e(V_0+V_1)$, a spread of $2eV_1$. Instantaneous transit therefore transfers the whole modulation. A longer transit averages it, and a finite one leaves a remainder.

**Q:** How large is the remainder? I would like to see it without assuming that the averaging works.

**A:** Take a uniform field, $h=x/s$, and ions starting at rest. Define

$$r=\frac{V_1}{V_0},\quad a_0=\frac{eV_0}{ms},\quad v_0=\sqrt{\frac{2eV_0}{m}},\quad \tau=\frac{2s}{v_0},\quad \theta=\omega\tau .$$

Here $\tau$ is the transit time at the mean voltage, so $s=a_0\tau^2/2$ and $v_0=a_0\tau$. The acceleration is $a_0(1+r\cos\omega t)$. One integration from rest gives

$$v=a_0(t-t_0)+\frac{a_0r}{\omega}(\sin\omega t-\sin\varphi_0),$$

and a second gives

$$x=\frac{a_0(t-t_0)^2}{2}+\frac{a_0r}{\omega^2}\left[\cos\varphi_0-\cos\omega t-\omega(t-t_0)\sin\varphi_0\right].$$

At impact $x=s$ and the phase is $\varphi_i=\varphi_0+p$. Multiply the position equation by $\omega^2/a_0$ and use $\omega^2s/a_0=\theta^2/2$:

$$\frac{p^2}{2}+r\left[\cos\varphi_0-\cos\varphi_i-p\sin\varphi_0\right]=\frac{\theta^2}{2}.$$

Dividing the impact speed by $v_0=a_0\theta/\omega$ and squaring gives

$$\frac{W}{eV_0}=\frac{[p+r(\sin\varphi_i-\sin\varphi_0)]^2}{\theta^2}.$$

Because $r<1$, the acceleration stays positive and each entry phase has one impact. The acceleration lies between $a_0(1-r)$ and $a_0(1+r)$, so $p$ lies between $\theta/\sqrt{1+r}$ and $\theta/\sqrt{1-r}$. Hence $p\to0$ when $\theta\to0$, as the short-transit argument required.

**Q:** The impact condition is implicit in $p$. Is there a formula that joins short and long transit?

**A:** There is one to first order in $V_1$. The modulation term in the work equation already carries a factor $V_1$, so the path inside it may be the unmodulated one; the error is of second order. With $u=(t-t_0)/\tau$, that path has $h=u^2$ and $dh=2u\,du$. Thus

$$W-eV_0\simeq eV_1\int_0^1 2u\cos(\varphi_0+\theta u)\,du
=eV_1\,\mathrm{Re}\left[e^{i\varphi_0}g\right],$$

where integration by parts gives

$$g=2\int_0^1ue^{i\theta u}du
=2\left[\frac{e^{i\theta}}{i\theta}+\frac{e^{i\theta}-1}{\theta^2}\right]
=\frac{2}{\theta^2}\left[e^{i\theta}(1-i\theta)-1\right].$$

As $\varphi_0$ varies, the energy swings by $\pm eV_1G$ with $G=|g|$. The squared modulus of the last bracket is $(1+\theta^2)+1-2(\cos\theta+\theta\sin\theta)$, so

$$\Delta W\simeq2eV_1G,\qquad
G^2=\frac{4N}{\theta^4},\qquad
N=2+\theta^2-2\cos\theta-2\theta\sin\theta .$$

The integral for $g$ shows that $G\to1$ for $\theta\to0$. For large $\theta$, $N\simeq\theta^2$ and $G\simeq2/\theta$.

**Q:** The sines worry me. Could the spread vanish at a special frequency, or grow again?

**A:** Not at this order. Since $N'=2\theta(1-\cos\theta)$,

$$\theta N'-4N=-2\theta^2(1+\cos\theta)-8(1-\cos\theta)+8\theta\sin\theta .$$

Half-angle formulas turn the right-hand side into $-4[\theta\cos(\theta/2)-2\sin(\theta/2)]^2$. Therefore

$$\frac{dG^2}{d\theta}=\frac{4(\theta N'-4N)}{\theta^5}
=-\frac{16}{\theta^5}\left[\theta\cos\frac{\theta}{2}-2\sin\frac{\theta}{2}\right]^2\le0 .$$

The slope can touch zero, but $G$ does not rise. It also has no zero at finite $\theta$: a function that never rises would have to stay at zero afterwards, which contradicts $G\simeq2/\theta$.

**Q:** My modulation is half the mean voltage, which is hardly weak. Does the $2/\theta$ law survive?

**A:** It does for long transit. Put $q=p-r\sin\varphi_0$. Double the impact condition and complete the square:

$$q^2=\theta^2+r^2\sin^2\varphi_0-2r(\cos\varphi_0-\cos\varphi_i),\qquad
\frac{W}{eV_0}=\frac{(q+r\sin\varphi_i)^2}{\theta^2}.$$

We need to know how far $q$ is from $\theta$. The difference $q^2-\theta^2$ is at least $-4r$. It is also at most $4r$, because $r^2\sin^2\varphi_0\le2r(1+\cos\varphi_0)$ for $r<1$. Now let $\theta^2>4r$. Then $p\ge\theta/\sqrt{1+r}>2\sqrt{r/(1+r)}>r$, so $q$ is positive, and

$$|q-\theta|=\frac{|q^2-\theta^2|}{q+\theta}\le\frac{4r}{\theta}.$$

Expanding the square in the energy gives

$$\frac{W}{eV_0}-1-\frac{2r}{\theta}\sin\varphi_i
=\frac{q^2-\theta^2+2r(q-\theta)\sin\varphi_i+r^2\sin^2\varphi_i}{\theta^2}.$$

The magnitude of the right-hand side is at most $(4r+r^2+8r^2/\theta)/\theta^2$. At leading order, then,

$$W\simeq eV_0+\frac{2eV_1}{\theta}\sin\varphi_i .$$

When $\varphi_0$ advances by $2\pi$, so does $\varphi_i$, continuously. All impact phases therefore occur, and

$$\Delta W\simeq\frac{4eV_1}{\theta}=\frac{2eV_1v_0}{\omega s}.$$

**Q:** Why does the impact phase remain while the entry phase drops out? The speed contains both.

**A:** Follow an ion with $\sin\varphi_0>0$. Its speed carries the constant deficit $-(a_0r/\omega)\sin\varphi_0$, so it arrives later. The extra flight time is $(r/\omega)\sin\varphi_0$ at leading order. During it the mean acceleration $a_0$ adds $(a_0r/\omega)\sin\varphi_0$, which cancels the deficit. The oscillating part of the speed at the wall has no later flight to compensate it.

**Q:** Put in numbers for my sheath.

**A:** Take $m=40$ u, $V_0=200$ V, $V_1=100$ V and $s=5$ mm. Then $v_0=31.06$ km/s and

$$\tau=\frac{2(5\times10^{-3}\ \mathrm{m})}{3.106\times10^4\ \mathrm{m/s}}=322\ \mathrm{ns}.$$

At 13.56 MHz the flight lasts 4.37 periods, so $\theta=2\pi(4.37)\simeq27.4$. The long-transit law gives

$$\Delta W\simeq\frac{4(100\ \mathrm{eV})}{27.4}=14.6\ \mathrm{eV}.$$

For comparison, I solved the impact condition by bisection for 20 000 entry phases spread evenly over a period, and took the highest energy minus the lowest:

| Frequency (MHz) | $\theta$ | $\Delta W$, solved (eV) | $2eV_1G$ (eV) |
|---:|---:|---:|---:|
| 0.01 | 0.020 | 200.0 | 200.0 |
| 0.10 | 0.202 | 199.7 | 199.8 |
| 1.00 | 2.02 | 176.0 | 178.3 |
| 2.00 | 4.05 | 124.5 | 124.5 |
| 13.56 | 27.4 | 14.2 | 14.2 |
| 60.00 | 121 | 3.3 | 3.3 |

The mean voltage is 200 V in every row. At 13.56 MHz the solved energies run from 192.9 to 207.1 eV. About 7% of the full swing $2eV_1=200$ eV survives, even though the ion spends more than four periods in the sheath. The long-transit law is about 2% above the solved spread.

**Q:** Is it the frequency that matters, or the transit time?

**A:** For a given $r$, $W/eV_0$ depends on their product $\theta$. Keep 13.56 MHz and both voltages, but double the width to 10 mm. Then $\tau$ doubles, and integrating the trajectories numerically gives a spread of 7.4 eV, about half the former value. A heavier ion also has a narrower spread: at fixed $V_0$, $V_1$, $s$ and $\omega$, the long-transit law scales as $m^{-1/2}$ through $v_0$.

**Q:** Are the energies at least clustered around 200 eV?

**A:** They gather at the two ends. Let ions enter at a steady rate. At long transit $dW/d\varphi_i\simeq(2eV_1/\theta)\cos\varphi_i$, which vanishes at the highest and lowest energies. A whole range of impact phases is compressed there into a small energy range, producing two peaks.

In the 13.56 MHz case, the lowest tenth of the energy range holds 24.7% of the ions, the middle tenth 6.1% and the highest tenth 14.7%. The mean energy is 198.9 eV, slightly below $eV_0$.

**Q:** Why is the lower peak larger?

**A:** Arrivals are bunched. From $p=q+r\sin\varphi_0$ and $q\simeq\theta$,

$$\varphi_i\simeq\varphi_0+\theta+r\sin\varphi_0,\qquad
\frac{d\varphi_0}{d\varphi_i}\simeq\frac{1}{1+r\cos\varphi_0}.$$

The second expression is the arrival density relative to uniform arrival. Here $\theta$ is four full turns plus 2.30 rad. The lowest energy needs $\varphi_i=-\pi/2$, up to full turns, so $\varphi_0+0.5\sin\varphi_0\simeq2.42$. At this order of approximation, $\varphi_0\simeq1.95$ and the relative density is 1.23. The highest energy needs $\varphi_i=\pi/2$, which gives $\varphi_0\simeq-0.49$ and a density of 0.69. The predicted ratio is about 1.8, and the solved populations give $24.7/14.7\simeq1.7$. Another $\theta$ can favour the other peak. So can an entry energy of a few electronvolts, because it shortens the flight and shifts the arrival phase.

**Q:** A real sheath field is not uniform. Does the factor 4 depend on that?

**A:** It depends on how the field modulation is distributed across the sheath. First keep the model's assumption that the mean field and the modulation share one profile $h$. Return to the work equation and integrate its modulation term by parts in time:

$$\int\cos\omega t\,\dot h\,dt
=\left[\frac{\sin\omega t}{\omega}h'(x)v\right]_{\rm entry}^{\rm wall}
-\frac1\omega\int\sin\omega t\,\ddot h\,dt .$$

The entry term vanishes if the ion starts at rest in a finite field, or if the field is zero at the edge. For a smooth profile the remaining integral oscillates away as $\omega$ grows. The acceleration inside $\ddot h$ does contain $\cos\omega t$, but $\sin\omega t\cos\omega t=\tfrac12\sin2\omega t$ also averages out. At leading order the wall term remains:

$$\Delta W\simeq\frac{2v_i\,eE_1}{\omega},\qquad E_1=V_1h'(s),$$

where $v_i$ is the impact speed at the mean voltage and $E_1$ is the field modulation at the wall. The uniform field has $E_1=V_1/s$, which restores $4eV_1/\theta$.

A fixed Child-law profile, $h=(x/s)^{4/3}$, has $E_1=4V_1/(3s)=26.7$ kV/m here. Its field is zero at the edge, so I give the ions 1.5 eV on entry. Near the edge $\ddot h$ varies as $t^{-2/3}$, with $t$ counted from entry. This is integrable, and its oscillating integral falls asymptotically as $\omega^{-1/3}$, so the wall term still wins at high frequency. For these parameters that scaling sets in only near 1 GHz; at 13.56 MHz the remainder is about 6% of the wall term in magnitude. At 13.56 MHz the wall-field law gives 19.5 eV; fourth-order Runge–Kutta integration for 128 entry phases gives 19.4 eV. The closeness depends on the entry energy: between 0.5 and 3 eV the integrated spread ranges from 19.3 to 20.0 eV, while the law stays at 19.5 to 19.6 eV. In this model the spread exceeds the uniform-field value because the same voltage modulation produces a stronger field modulation at the wall.

Do not carry that increase over to a real high-frequency sheath. Where electrons are absent, Gauss's law ties the field gradient to the ion density. Ions too heavy to follow the oscillation keep that density nearly steady, so the field modulation is nearly the same at every $x$ that stays free of electrons throughout the cycle, even though the mean field is curved. If the edge moves little, $E_1\simeq V_1/s$, and the integration by parts applies with $x/s$ in place of $h$ in the modulation term. For a small entry speed, the factor 4 then returns as an estimate, roughly 15 eV here. Two corrections of order 10% apply. The entry term no longer vanishes: with a Child-law mean field and a uniform modulation, entry energies of 0.5 to 3 eV give 14 to 16 eV. And at $V_1/V_0=0.5$ the edge does move. With steady ions and a sharp electron edge at $x_e(t)$, Gauss's law gives $dE_{\rm wall}/dV=1/(s-x_e)$, which exceeds $1/s$. In that model the edge sweeps about a fifth of $s$, $E_1\simeq1.1V_1/s$, and the spread is about 16 eV.

**Q:** Does the impact angle vary too?

**A:** Yes, if the ion has some transverse energy $W_\perp$. The sheath force is normal to the wall, so $W_\perp$ is conserved, and the angle $\alpha$ from the normal satisfies $\tan\alpha=\sqrt{W_\perp/W}$. For equal $W_\perp$, the slowest ions in the uniform-field case at 13.56 MHz have a $\tan\alpha$ larger than the fastest by $\sqrt{207.1/192.9}\simeq1.04$. At very short transit, with energies from 100 to 300 eV, the factor is $\sqrt3\simeq1.7$.

**Q:** When should I distrust these numbers?

**A:** When the sheath edge moves appreciably during the cycle, because $s$ and the profile then change with time. Collisions break the work equation by removing energy and by creating slow ions inside the sheath. If $V_1>V_0$, the field of this model reverses for part of the cycle and the single-impact argument fails; a real sheath instead collapses as electrons reach the wall, and its voltage is then no longer sinusoidal. A modulated entry rate changes the peak populations, though not the energy belonging to a given entry phase. In each of these cases, the mean voltage alone still does not tell you what a particular ion experienced.

Numerical values quoted here were computed with a short program.
